# Integrating the Oen–Robinson electronic loss over impact parameter: a numerical check

```python
"""Oen-Robinson electronic loss integrated over impact parameter.

Result under test: Q(p) = 0.045/(pi a^2) * K sqrt(E) * exp(-0.3 p/a)
integrates over the whole impact plane to K sqrt(E).  If the closest approach
r0(p,E) stands in the exponent instead of p, the integral is F(E) K sqrt(E),
F = (g^3/2) int_{xm}^inf x^2 [1 - phi(x)/(eps x)] exp(-g x) dx, with g = 0.3.
Symbols: a screening length, x = r/a, b = p/a, phi Moliere screening function,
eps = a Ec/(Z1 Z2 e^2/(4 pi eps0)), Ec centre-of-mass energy, xm head-on x.
Lengths are in nm and energies in eV unless a label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

GAMMA = 0.3
PREFACTOR = 0.045
COEF = np.array([0.35, 0.55, 0.10])
RATE = np.array([0.3, 1.2, 6.0])


def moliere(x):
    return sum(c * np.exp(-d * x) for c, d in zip(COEF, RATE))


def coulomb(x):
    return np.ones_like(x)


def closest_approach(b, eps, phi=moliere):
    """Turning point in units of a, by bisection of the radial equation."""
    b = np.asarray(b, dtype=float)
    low = b.copy()
    high = b + 1.0 / eps + 1.0
    for _ in range(100):
        mid = 0.5 * (low + high)
        inside = (mid - b) * (mid + b) - mid * phi(mid) / eps < 0
        low = np.where(inside, mid, low)
        high = np.where(inside, high, mid)
    return 0.5 * (low + high)


def impact_nodes(count):
    """Composite Gauss-Legendre nodes and weights in b = p/a."""
    edges = [0.0, 0.1, 0.3, 1.0, 3.0, 10.0, 30.0, 120.0]
    t, w = np.polynomial.legendre.leggauss(count)
    nodes = [0.5 * (r - l) * t + 0.5 * (r + l)
             for l, r in zip(edges[:-1], edges[1:])]
    weights = [0.5 * (r - l) * w for l, r in zip(edges[:-1], edges[1:])]
    return np.concatenate(nodes), np.concatenate(weights)


def fraction_direct(eps):
    """F from its definition: integral over impact parameter."""
    b, w = impact_nodes(40)
    x0 = closest_approach(b, eps)
    return 2 * PREFACTOR * np.sum(w * b * np.exp(-GAMMA * x0))


def fraction_formula(eps):
    """F and dF/dlnE from the integrals over closest approach."""
    xm = float(closest_approach(0.0, eps))
    opts = dict(epsabs=1e-11, epsrel=1e-10, limit=300)
    f = quad(lambda x: x * x * (1 - moliere(x) / (eps * x))
             * np.exp(-GAMMA * x), xm, xm + 130, **opts)[0]
    slope = quad(lambda x: x * moliere(x) / eps
                 * np.exp(-GAMMA * x), xm, xm + 130, **opts)[0]
    return GAMMA**3 / 2 * f, GAMMA**3 / 2 * slope


def scattering_angle(b, eps, phi=moliere, count=100):
    """Centre-of-mass angle from the classical orbit integral."""
    b = np.asarray(b, dtype=float)
    x0 = closest_approach(b, eps, phi)[:, None]
    t, w = np.polynomial.legendre.leggauss(count)
    t = np.pi / 4 * (t + 1)
    w = np.pi / 4 * w
    u = np.sin(t)[None, :]
    radial = 1 - phi(x0 / u) * u / (x0 * eps) - (b[:, None] * u / x0)**2
    integral = np.sum(w * np.cos(t) / np.sqrt(radial), axis=1)
    return np.pi - 2 * b / x0[:, 0] * integral


def plane_integral(decay):
    """Cartesian midpoint sum of (0.045/pi) exp(-decay*b) over the plane."""
    step = 0.05 / decay
    axis = (np.arange(-700, 700) + 0.5) * step
    radius = np.hypot(axis[:, None], axis[None, :])
    return PREFACTOR / np.pi * np.sum(np.exp(-decay * radius)) * step**2


# Example: boron into silicon; rounded masses and atomic density
Z1, Z2, M1, M2 = 5, 14, 11.0, 28.1
ENERGY = 1.0e4
DENSITY = 50.0
coulomb_e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9
bohr = const.physical_constants["Bohr radius"][0] * 1e9
v0 = const.alpha * const.c
a = (9 * np.pi**2 / 128)**(1 / 3) * bohr / (Z1**0.5 + Z2**0.5)**(2 / 3)
speed_per_root_ev = np.sqrt(2 * const.e / (M1 * const.atomic_mass))
K = (8 * np.pi * coulomb_e2 * bohr * Z1**(7 / 6) * Z2
     / (Z1**(2 / 3) + Z2**(2 / 3))**1.5 * speed_per_root_ev / v0)
Se = K * np.sqrt(ENERGY)


def reduced_energy(energy):
    return a * energy * M2 / (M1 + M2) / (Z1 * Z2 * coulomb_e2)


def loss(distance_nm):
    return PREFACTOR / (np.pi * a**2) * Se * np.exp(-GAMMA * distance_nm / a)


# Full plane, and the same prefactor with a mismatched exponent
full = plane_integral(GAMMA)
assert abs(full - 1) < 1e-5
other_decay = 0.2
mismatch = plane_integral(other_decay)
assert abs(mismatch - 0.09 / other_decay**2) < 1e-4

# One collision per path N^(-1/3), uniform over a disc of area N^(-2/3)
path = DENSITY**(-1 / 3)
p_cap = path / np.sqrt(np.pi)
area_fraction = (np.arange(200000) + 0.5) / 200000
sampled_power = np.mean(loss(p_cap * np.sqrt(area_fraction))) / path
Y = GAMMA * p_cap / a
kept = 1 - (1 + Y) * np.exp(-Y)
assert abs(sampled_power / (DENSITY * Se * kept) - 1) < 1e-6
half_y = brentq(lambda y: (1 + y) * np.exp(-y) - 0.5, 0.1, 10)
half_radius = half_y * a / GAMMA
half_sum = quad(lambda p: 2 * np.pi * p * loss(p), 0, half_radius)[0]
assert abs(half_sum / Se - 0.5) < 1e-8

# Closest approach restored
table = []
for energy in (1e2, 1e3, 1e4, 1e5):
    eps = reduced_energy(energy)
    direct = fraction_direct(eps)
    formula, derivative = fraction_formula(eps)
    assert abs(direct - formula) < 1e-6
    h = 0.01
    finite = (np.log(fraction_direct(eps * np.exp(h)))
              - np.log(fraction_direct(eps * np.exp(-h)))) / (2 * h)
    assert abs(finite - derivative / formula) < 1e-4
    bound = GAMMA**3 / (2 * eps) * np.sum(COEF / (GAMMA + RATE)**2)
    assert 0 < 1 - direct < bound
    table.append((energy, eps, direct, bound, 0.5 + derivative / formula))
assert abs((1 - table[-1][2]) / table[-1][3] - 1) < 0.01

# Elastic scattering: Coulomb test, then nuclear stopping and energy change
b_test = np.array([0.1, 1.0, 5.0])
rutherford = 2 * np.arctan(1 / (2 * b_test))
assert np.max(np.abs(scattering_angle(b_test, 1.0, coulomb)
                     - rutherford)) < 1e-6
eps = reduced_energy(ENERGY)
max_transfer = 4 * M1 * M2 / (M1 + M2)**2


def elastic_results(node_count, angle_count):
    b, w = impact_nodes(node_count)
    angle = scattering_angle(b, eps, count=angle_count)
    transfer = max_transfer * np.sin(angle / 2)**2
    nuclear = 2 * np.pi * a**2 * ENERGY * np.sum(w * b * transfer)
    outgoing = GAMMA**2 * np.sum(w * b * np.exp(-GAMMA * b)
                                 * np.sqrt(1 - transfer))
    return nuclear, outgoing


Sn, outgoing_factor = elastic_results(40, 200)
Sn_coarse, outgoing_coarse = elastic_results(24, 100)
assert abs(Sn / Sn_coarse - 1) < 1e-4
assert abs(outgoing_factor - outgoing_coarse) < 1e-5

speed_ratio = speed_per_root_ev * np.sqrt(ENERGY) / v0
assert speed_ratio < Z1**(2 / 3)

print(f"Z1, Z2: {Z1}, {Z2}; M1, M2: {M1}, {M2} u")
print(f"Ion energy: {ENERGY:.0f} eV; density: {DENSITY:.0f} nm^-3")
print(f"e^2/(4 pi eps0): {coulomb_e2:.5f} eV nm; a0: {bohr:.6f} nm")
print(f"Screening length a: {a:.5f} nm")
print(f"Decay length a/0.3: {a / GAMMA:.5f} nm")
print(f"v/v0: {speed_ratio:.4f}; Z1^(2/3): {Z1**(2/3):.3f}")
print(f"K: {K:.6f} eV^(1/2) nm^2")
print(f"S_e: {Se:.4f} eV nm^2 = {Se * 10:.3f} x 1e-15 eV cm^2")
print(f"Electronic stopping power N S_e: {DENSITY * Se:.2f} eV/nm")
print(f"Cartesian plane integral / S_e: {full:.7f}")
print(f"Same with exponent {other_decay}, 0.045 kept: {mismatch:.5f}")
print(f"Half-stopping: y = {half_y:.4f}, radius = {half_radius:.4f} nm")
print("Loss at p: exponent with p; r0; exponent with r0")
for p in (0.0, 0.02, 0.05, 0.10, 0.15):
    r0 = a * float(closest_approach(p / a, eps))
    print(f" p={p:.2f} nm: {loss(p):.3f} eV; r0={r0:.5f} nm; "
          f"{loss(r0):.3f} eV")
print(f"Path per collision: {path:.4f} nm; cap P: {p_cap:.4f} nm")
print(f"Y = 0.3 P/a: {Y:.4f}; fraction kept: {kept:.4f}")
print(f"Fraction lost: {100 * (1 - kept):.2f} %; "
      f"renormalizing factor: {1 / kept:.4f}")
print(f"Capped stopping power, sampled: {sampled_power:.2f} eV/nm")
print("Closest approach in exponent (bound is on 1-F)")
for energy, e_red, frac, bound, power in table:
    print(f" E={energy / 1000:.1f} keV: eps={e_red:.5f}, F={frac:.5f}, "
          f"1-F={1 - frac:.5f}, bound={bound:.5f}, power={power:.4f}")
print(f"Maximum elastic transfer / E: {max_transfer:.4f}")
print(f"S_e factor with energy after recoil: {outgoing_factor:.5f}")
print(f"Nuclear stopping cross-section: {Sn:.4f} eV nm^2")
print(f"Nuclear stopping power: {DENSITY * Sn:.2f} eV/nm")
print(f"Nuclear / electronic stopping: {Sn / Se:.3f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Z1, Z2: 5, 14; M1, M2: 11.0, 28.1 u
Ion energy: 10000 eV; density: 50 nm^-3
e^2/(4 pi eps0): 1.43996 eV nm; a0: 0.052918 nm
Screening length a: 0.01422 nm
Decay length a/0.3: 0.04741 nm
v/v0: 0.1915; Z1^(2/3): 2.924
K: 0.013005 eV^(1/2) nm^2
S_e: 1.3005 eV nm^2 = 13.005 x 1e-15 eV cm^2
Electronic stopping power N S_e: 65.03 eV/nm
Cartesian plane integral / S_e: 0.9999987
Same with exponent 0.2, 0.045 kept: 2.25000
Half-stopping: y = 1.6783, radius = 0.0796 nm
Loss at p: exponent with p; r0; exponent with r0
 p=0.00 nm: 92.074 eV; r0=0.00809 nm; 77.639 eV
 p=0.02 nm: 60.387 eV; r0=0.02224 nm; 57.602 eV
 p=0.05 nm: 32.074 eV; r0=0.05090 nm; 31.471 eV
 p=0.10 nm: 11.173 eV; r0=0.10030 nm; 11.103 eV
 p=0.15 nm: 3.892 eV; r0=0.15010 nm; 3.884 eV
Path per collision: 0.2714 nm; cap P: 0.1531 nm
Y = 0.3 P/a: 3.2300; fraction kept: 0.8327
Fraction lost: 16.73 %; renormalizing factor: 1.2010
Capped stopping power, sampled: 54.15 eV/nm
Closest approach in exponent (bound is on 1-F)
 E=0.1 keV: eps=0.01014, F=0.56771, 1-F=0.43229, bound=1.62294, power=0.7999
 E=1.0 keV: eps=0.10141, F=0.88518, 1-F=0.11482, bound=0.16229, power=0.5970
 E=10.0 keV: eps=1.01415, F=0.98436, 1-F=0.01564, bound=0.01623, power=0.5152
 E=100.0 keV: eps=10.14147, F=0.99838, 1-F=0.00162, bound=0.00162, power=0.5016
Maximum elastic transfer / E: 0.8087
S_e factor with energy after recoil: 0.99513
Nuclear stopping cross-section: 1.6160 eV nm^2
Nuclear stopping power: 80.80 eV/nm
Nuclear / electronic stopping: 1.243
ALL CHECKS PASSED
```
